# Effective subthreshold threshold of a long channel with halos

An n-channel MOSFET of width $W$ and length $L$ has a lightly doped body segment between two more heavily doped halo segments, one at the source and one at the drain. Segment $j$ has length $L_j=f_jL$, acceptor density $N_j$ and electron mobility $\mu_j$. The problem is to find the one threshold voltage that describes the whole channel in subthreshold.

The assumptions are these.

- The channel is gradual: the surface potential at each point is set by the gate and the local doping. This needs segments much longer than the lateral electrostatic length.
- Each doping extends, uniformly, to below the depletion edge.
- Carriers obey Boltzmann statistics, and junction leakage is absent.

Potentials are measured as follows. $V_{GB}$ is the gate-body voltage, $V_{SB}$ the source-body voltage, and $V_{GS}=V_{GB}-V_{SB}$. The electron quasi-Fermi potential relative to the body is $V$; it runs from $V_{SB}$ at the source to $V_{SB}+V_{DS}$ at the drain. The thermal voltage is $\phi_t=kT/q$, and $Q$ denotes the magnitude of the electron charge per area.

## (a) Electron charge of one segment

**Find $Q$ in weak inversion as a function of the surface potential $\psi$, and relate $\psi$ to the gate voltage.**

**Solution.** Let $\varphi(z)$ be the band bending at depth $z$, zero in the neutral bulk and $\psi$ at the surface. With $\phi_F=\phi_t\ln(N/n_i)$, the carrier densities are

$$p=Ne^{-\varphi/\phi_t},\qquad n_e=Ne^{(\varphi-2\phi_F-V)/\phi_t}.$$

Poisson's equation is $\varphi''=(q/\varepsilon)(N+n_e-p)$. Multiplying by $2\varphi'$ makes the left side $d(\varphi'^2)/dz$. Integrating from the bulk, where $\varphi=\varphi'=0$, to the surface gives

$$\varphi'^2_s=\frac{2qN}{\varepsilon}\left[\psi-\phi_t+\phi_te^{-\psi/\phi_t}+\phi_te^{(\psi-2\phi_F-V)/\phi_t}\right],$$

where a constant of order $\phi_te^{-2\phi_F/\phi_t}$ has been dropped. In depletion $\psi\gg\phi_t$, so the term $e^{-\psi/\phi_t}$ also goes. By Gauss's law the total semiconductor charge is $\varepsilon|\varphi'_s|$. Without electrons it is the bulk charge

$$Q_d=\sqrt{2q\varepsilon N(\psi-\phi_t)}.$$

The electron charge is the difference between the two. In weak inversion the electron term is small, and $\sqrt{A+B}-\sqrt A\simeq B/(2\sqrt A)$ gives

$$Q=\frac{2q\varepsilon N\phi_te^{(\psi-2\phi_F-V)/\phi_t}}{2Q_d}=C_d\phi_t\,e^{(\psi-2\phi_F-V)/\phi_t},\qquad C_d=\frac{q\varepsilon N}{Q_d}.$$

This subtraction treats the electrons as a thin sheet. Integrating their density through the depth instead changes $Q$ by a relative amount of order $\phi_t/(2\psi)$. At four dopings from $3\times10^{17}$ to $2\times10^{18}$ cm$^{-3}$ the two results were found to agree within 3.5%.

The gate voltage is the sum of flat-band voltage, band bending and oxide drop:

$$V_{GB}=V_{FB}+\psi+\frac{Q_d}{C_{ox}}.$$

Electron charge is left out of the oxide drop, which requires $Q\ll\phi_t(C_{ox}+C_d)$. For an n$^+$ silicon gate $V_{FB}=-(E_g/2q+\phi_F)$, so the flat-band voltage differs between segments too. Under these conditions $\psi$ depends on the gate and the doping, but not on $V$.

## (b) Slope factor and segment threshold

**Find the exponential gate dependence of $Q$, and define a threshold that suits it.**

**Solution.** Differentiating the gate balance, with $dQ_d/d\psi=q\varepsilon N/Q_d=C_d$,

$$\frac{dV_{GB}}{d\psi}=1+\frac{C_d}{C_{ox}}.$$

The prefactor of $Q$ varies as $C_d\propto(\psi-\phi_t)^{-1/2}$. At fixed $V$, therefore,

$$\frac{d\ln Q}{d\psi}=\frac1{\phi_t}-\frac1{2(\psi-\phi_t)}.$$

Define $n$ by $d\ln Q/dV_{GB}=1/(n\phi_t)$. Dividing the first derivative by $\phi_t$ times the second gives

$$n=\frac{1+C_d/C_{ox}}{1-\phi_t/[2(\psi-\phi_t)]}.$$

Choose a small reference charge $Q^*$, the same for all segments. The segment threshold $V_{T,j}$ is the value of $V_{GS}$ at which $Q=Q^*$ at $V=V_{SB}$. Near it, with $n_j$ held constant,

$$Q_j(V=V_{SB})\simeq Q^*\exp\left(\frac{V_{GS}-V_{T,j}}{n_j\phi_t}\right).$$

This threshold is a constant-charge voltage within subthreshold. It lies below the voltage obtained by extrapolating the strong-inversion current. With a common $n$, replacing $Q^*$ by $cQ^*$ moves every segment threshold by $n\phi_t\ln c$, so threshold differences are unaffected.

## (c) The segments in series

**Use current continuity to find the effective threshold.**

**Solution.** Drift and diffusion together give

$$I=\mu WQ\frac{dV}{dx},$$

positive from drain to source, since $V$ rises towards the drain. From part (a), $Q$ depends on $V$ through $e^{-V/\phi_t}$ alone. Introduce

$$u=e^{-(V-V_{SB})/\phi_t},\qquad Q=K_ju,\qquad dV=-\phi_t\frac{du}{u},$$

where $K_j$ is the charge segment $j$ would have at $V=V_{SB}$. The factors of $u$ cancel:

$$\frac{I\,dx}{\mu_jWK_j}=-\phi_t\,du.$$

In steady state $I$ is the same at every $x$, and $u$ is continuous across the boundaries. Integrating from $u=1$ at the source to $u=e^{-V_{DS}/\phi_t}$ at the drain,

$$I\sum_j\frac{L_j}{\mu_jWK_j}=\phi_t\left(1-e^{-V_{DS}/\phi_t}\right).$$

The segments add as resistances. Their order does not appear, and the drain bias enters through a common factor.

Define $V_{\rm eff}$ as the gate-source voltage at which the current equals that of a uniform channel with mobility $\mu_0$ and source charge $Q^*$:

$$I=\mu_0\frac WL\phi_tQ^*\left(1-e^{-V_{DS}/\phi_t}\right).$$

Substituting this current and cancelling the common factors leaves $\sum_jf_j(\mu_0/\mu_j)Q^*/K_j=1$. With $K_j$ from part (b),

$$\boxed{\sum_jf_j\frac{\mu_0}{\mu_j}\exp\left(\frac{V_{T,j}-V_{\rm eff}}{n_j\phi_t}\right)=1.}$$

Each term is the share $a_j$ of the channel resistance carried by segment $j$. If the mobilities are equal and one slope factor $n$ serves all segments, $e^{-V_{\rm eff}/(n\phi_t)}$ comes out of the sum:

$$\boxed{V_{\rm eff}=n\phi_t\ln\sum_jf_j\exp\left(\frac{V_{T,j}}{n\phi_t}\right).}$$

The average is taken over resistance, which is exponential in the local threshold. Two limits show its range. Write $s=n\phi_t$ and $\delta_j=V_{T,j}-\bar V_T$, where $\bar V_T=\sum_jf_jV_{T,j}$. For $|\delta_j|\ll s$ the linear term averages to zero, and

$$V_{\rm eff}\simeq\bar V_T+s\ln\left(1+\frac{\overline{\delta^2}}{2s^2}\right)\simeq\bar V_T+\frac{\overline{\delta^2}}{2s}.$$

In the opposite limit the halo term dominates and $V_{\rm eff}\simeq V_{T,h}+s\ln f_h$. The halo then sets the current, but its short length keeps $V_{\rm eff}$ below its own threshold.

The result fails once the gate drives the segments into strong inversion. There, at small $V_{DS}$ and equal mobility, $Q_j\simeq C_{ox}(V_{GS}-V_{T,j})$, with $V_{T,j}$ now the strong-inversion threshold. Adding resistances gives

$$\frac1{V_{GS}-V_{\rm eff}}=\sum_j\frac{f_j}{V_{GS}-V_{T,j}}.$$

Expanding both sides for large $V_{GS}$, the terms in $1/V_{GS}^2$ give $V_{\rm eff}\to\bar V_T$. A halo channel therefore has no single threshold for both regimes.

## (d) Comparison with simpler averages

**When does $V_{\rm eff}$ exceed the length-averaged threshold, and when does it exceed the threshold of the length-averaged doping?**

**Solution.** Take equal mobilities and a common $n$. The exponential is convex, so Jensen's inequality gives

$$\sum_jf_je^{V_{T,j}/s}\ge e^{\bar V_T/s},$$

and hence $V_{\rm eff}\ge\bar V_T$, with equality when all thresholds are equal.

The average doping $\bar N=\sum_jf_jN_j$ needs a separate argument, because $V_T(N)$ is itself curved. The function that must be convex is $g(N)=e^{V_T(N)/s}$. Its second derivative is

$$g''=\frac gs\left[V_T''+\frac{(V_T')^2}{s}\right].$$

If the bracket is positive over the doping range, then $\sum_jf_jg(N_j)\ge g(\bar N)$, which means $V_{\rm eff}\ge V_T(\bar N)$. A concave $V_T(N)$ does not prevent this, provided its slope is large enough. For the oxide and criterion of part (f), with $n$ fixed at the halo value, the second differences of $g$ were positive on a grid of 20 dopings from $10^{17}$ to $2\times10^{18}$ cm$^{-3}$.

## (e) Gate slope and body effect

**Find the subthreshold slope of the composite channel and the response of $V_{\rm eff}$ to a small change of $V_{SB}$.**

**Solution.** The current is inversely proportional to $R=\sum_jr_j$, with $r_j=L_j/(\mu_jWK_j)$. At fixed $V_{DS}$,

$$d\ln I=-\frac{dR}{R}=\sum_ja_j\,d\ln K_j,\qquad a_j=\frac{r_j}{R}.$$

By part (b) a gate step changes $\ln K_j$ by $dV_{GB}/(n_j\phi_t)$. By part (a) a source step at fixed $V_{GB}$ changes it by $-dV_{SB}/\phi_t$, since $\psi$ stays put. With $\sum_ja_j=1$,

$$d\ln I=\frac1{\phi_t}\left(\frac{dV_{GB}}{n_{\rm eff}}-dV_{SB}\right),\qquad\frac1{n_{\rm eff}}=\sum_j\frac{a_j}{n_j}.$$

At fixed source bias this gives the gate slope, $1/(n_{\rm eff}\phi_t)$. At fixed current $dV_{GB}=n_{\rm eff}\,dV_{SB}$. Subtracting $dV_{SB}$ to refer the gate to the source,

$$\frac{dV_{\rm eff}}{dV_{SB}}=n_{\rm eff}-1.$$

Here $n_j$ and $a_j$ belong to the operating gate voltage. The segment that dominates the resistance also dominates the body effect.

Both relations were tested against a numerical solution that keeps the mobile charge in the gate balance, integrates the electron density in depth and solves current continuity. For halo fractions 0.01, 0.05, 0.16 and 0.5, at one hundredth of the $Q^*$ used below, $n_{\rm eff}$ and the body coefficient agreed within 0.004. The implicit law for $V_{\rm eff}$ agreed within 1 mV. Three segment orders, each at $V_{DS}=0.05$ and 1 V, gave thresholds within 0.2 mV of one another.

## (f) A 1000 nm channel

**Evaluate $V_{\rm eff}$ for two 80 nm halos of $1\times10^{18}$ cm$^{-3}$, a body of $5\times10^{17}$ cm$^{-3}$, a 2.5 nm oxide and 300 K. The criterion is 1 nA times $W/L$, and all mobilities are 300 cm$^2$/Vs.**

**Solution.** Taking the criterion at $V_{DS}\gg\phi_t$, where the drain factor $1-e^{-V_{DS}/\phi_t}$ is 1, fixes the reference charge:

$$Q^*=\frac{10^{-9}\ \text{A}}{(300\ \text{cm}^2/\text{Vs})(0.02585\ \text{V})}=1.29\times10^{-4}\ \mu\text{C/cm}^2.$$

The uniform-segment solutions at this charge are $V_{T,b}=61.4$ mV with $n_b=1.185$ for the body, and $V_{T,h}=185.9$ mV with $n_h=1.250$ for the halo. The halo fraction is $f_h=160/1000=0.16$.

Using the halo slope factor throughout, $s=1.250\times25.85=32.3$ mV. The thresholds differ by 124.5 mV, and $e^{124.5/32.3}\simeq47$. Factoring out the body exponential,

$$V_{\rm eff}\simeq61.4+32.3\ln(0.84+0.16\times47)\simeq130\ \text{mV}.$$

With separate slope factors the implicit law gives 129.7 mV, and the numerical series solution gives 129.4 mV. The resistance shares are 0.09 for the body and 0.91 for the halos: 16% of the length supplies 91% of the resistance.

The neglect of mobile charge can be checked here. The body charge at this gate voltage is $f_bQ^*/a_b=(0.84/0.0904)Q^*\simeq9.3\,Q^*$. Divided by $\phi_tC_{ox}$, with $C_{ox}=1.381\ \mu$F/cm$^2$, this is about 0.03, in the segment that matters least.

The length-averaged threshold is 81 mV, and the threshold of the average doping, $5.8\times10^{17}$ cm$^{-3}$, is 85 mV. Both lie more than 40 mV too low. At $V_{GS}=0$ and $V_{DS}=1$ V, the uniform channel with average doping carries 66 pA times $W/L$, against 19 pA for the series channel: 3.5 times as much.

A rigid shift of 45 mV at $n_{\rm eff}=1.244$, found from the slope factors at the segment thresholds, would give a factor of $e^{45/32.2}\simeq4.0$. The computed factor is smaller because the two curves are not parallel. Between zero gate voltage and threshold, the mean slope factor $V_T/[\phi_t\ln(I_T/I_0)]$, with $I_T$ the criterion current and $I_0$ the zero-gate current, is

$$\frac{84.7}{25.85\ln(1000/65.9)}\simeq1.20,\qquad\frac{129.4}{25.85\ln(1000/18.9)}\simeq1.26$$

for the uniform and series channels respectively. The uniform channel turns off more steeply, which recovers part of the difference.

At $V_{SB}=0.5$ V the segment thresholds become 141.6 and 295.0 mV, and $V_{\rm eff}$ becomes 239.4 mV. The mean body coefficient, $(239.4-129.7)/500\simeq0.22$, is below the initial $n_{\rm eff}-1$, which is about 0.25 at the operating gate voltage, because $C_d$ falls as the depletion layer widens.

The rise of $V_{\rm eff}$, 109.7 mV, slightly exceeds the halo's own rise of 109.1 mV. The halo term of the implicit law explains how this can happen:

$$V_{T,h}-V_{\rm eff}=n_h\phi_t\ln\frac{a_h}{f_h}.$$

Body bias lowers $n_h$, which narrows this gap, and raises $a_h$, which widens it. The first effect wins by a small margin: the gap goes from 56.2 to 55.6 mV.

## (g) Dependence on channel length

**Keep the halos fixed and vary $L$. How long must the channel be before the body controls the threshold?**

**Solution.** Let $L_H=160$ nm be the total halo length and $\Delta=V_{T,h}-V_{T,b}$. Setting $f_h=L_H/L$ and $f_b=1-L_H/L$ in the closed form,

$$V_{\rm eff}=V_{T,b}+s\ln\left(1+\frac{\ell}{L}\right),\qquad\ell=L_H\left(e^{\Delta/s}-1\right).$$

Differentiation gives

$$\frac{dV_{\rm eff}}{d\ln L}=-s\,\frac{\ell/L}{1+\ell/L}.$$

For $L\ll\ell$ the fall per decade of length approaches $s\ln10\simeq74$ mV; since $L\ge L_H$ the limit is not reached here, and the fall from 300 to 3000 nm is 65 mV. For $L\gg\ell$ its excess over the body threshold decays as $s\ell/L$. Body and halos have equal resistance when $f_be^{V_{T,b}/s}=f_he^{V_{T,h}/s}$, that is, at body length

$$L_b=L_He^{\Delta/s}\simeq7.5\ \mu\text{m}.$$

This length is exponential in the threshold difference, so a halo that is a small fraction of the channel can still control it. The implicit law gives 166, 130, 101 and 79 mV at $L=300$, 1000, 3000 and 10000 nm. Even the longest channel remains 17 mV above the body threshold.

## (h) What a real transistor changes

**Which neglected effects alter the example most?**

**Solution.** The dimensions and dopings are rough values for an analog transistor in bulk silicon CMOS of about the 130 nm node. An 80 nm halo is generous, and real pockets are graded rather than rectangular. Grading can be included by replacing the sum with $L^{-1}\int_0^L e^{V_T(x)/s}dx$, if the mobility is uniform, one slope factor serves the whole channel, and the doping varies slowly on the lateral electrostatic length. Real thresholds at the usual, larger current criteria are roughly a few tenths of a volt. The values here are low partly because the criterion is small and quantum confinement is omitted.

Among the effects estimated here, the one most damaging to the halo average is the failure of the gradual-channel assumption. The lateral length is estimated as $\lambda=\sqrt{\varepsilon_{Si}t_{ox}W_d/\varepsilon_{ox}}\simeq15$ nm, where $t_{ox}$ is the oxide thickness and $W_d$ the halo depletion width. Each halo is thus only about $5\lambda$ long. A quasi-two-dimensional estimate, with one $\lambda$ for the whole channel, smooths the potential steps and includes the source and drain junctions. It lowers $V_{\rm eff}$ by 34 mV at $V_{DS}=0.05$ V and by 42 mV at 1 V. This removes most of the 48 mV by which $V_{\rm eff}$ exceeded the length-averaged threshold, and it restores a dependence on drain bias. These shifts depend on the junction depth, which the estimate ignores: two-dimensional electrostatics with junctions 20 to 50 nm deep gives 33 to 39 mV and 38 to 45 mV. The halos then carry only about two thirds of the resistance, and the equal-resistance body length drops to about 2 $\mu$m. The 130 mV, the 91% share and the 7.5 $\mu$m are therefore results of the series model, not predictions for the device.

Other effects move the thresholds themselves. A triangular-well estimate of quantum confinement raises the body threshold by 69 mV and the halo threshold by 92 mV, and so $V_{\rm eff}$ by 91 mV; these values move by up to 5 mV when the well shape and field are treated more closely. Gate depletion needs care. For an assumed gate doping of $10^{20}$ cm$^{-3}$, the full-depletion formula gives a drop $\psi_d$ of only 4 mV in the body and 8 mV in the halo. It does not apply to a bending so far below $\phi_t$, where most of the gate electrons remain. With Boltzmann electrons, Poisson's equation gives instead a drop $\psi_g$ that satisfies $\psi_g-\phi_t(1-e^{-\psi_g/\phi_t})=\psi_d$, or about 16 and 23 mV. Degeneracy of the gate electrons weakens their screening. For a parabolic band with an effective density of states of $2.8\times10^{19}$ cm$^{-3}$, it raises the drops to about 23 and 31 mV. The same band puts the gate Fermi level about 64 mV above the conduction-band edge, whereas $V_{FB}$ of part (a) places it at the edge. Before band-gap narrowing in the gate is counted, this lowers every threshold by that amount. A halo mobility 20% below that of the body adds 7 mV to $V_{\rm eff}$.

Tunnelling at the drain-halo junction, from a rough direct-gap formula at 0.79 MV/cm, is about $5\times10^{-22}$ A for a 1 $\mu$m width, against a criterion current of $10^{-9}$ A. That figure is not an estimate of the real leakage. The formula puts the indirect gap of 1.12 eV and a tunnelling mass of $0.2m_e$ into a form with no phonon, and it is exponentially sensitive to that mass: a reduced mass of $0.087m_e$ raises the result to about $2\times10^{-15}$ A. In silicon the transition needs a phonon, which lowers the prefactor again. Common phonon-assisted parameter sets give roughly $10^{-18}$ to $10^{-16}$ A at this field, still far below the criterion current, and traps can add more.

At 358 K, with the current criterion, mobility and gap held fixed, $V_{\rm eff}$ falls to 43 mV. Its distance below the halo threshold grows from 56 to 64 mV, as the larger $\phi_t$ in $n_h\phi_t\ln(a_h/f_h)$ favours. The program and its output give the remaining inputs and values.

## Computed results

```
temperature: 300.0 K
thermal voltage: 25.85 mV
oxide thickness: 2.5 nm
channel length: 1000.0 nm
length of each halo: 80.0 nm
body and halo doping: 5.0e+17 and 1.0e+18 cm^-3
silicon gap: 1.12 eV; intrinsic density 1.0e+10 cm^-3
mobility: 300.0 cm^2/Vs
criterion current times L/W: 1.0 nA
criterion sheet charge: 1.289e-04 uC/cm^2
oxide capacitance: 1.381 uF/cm^2
body threshold: 61.4 mV
halo threshold: 185.9 mV
body slope factor: 1.1851 (dimensionless)
halo slope factor: 1.2502 (dimensionless)
halo length fraction: 0.160 (dimensionless)
body resistance share: 0.0904 (dimensionless)
halo resistance share: 0.9096 (dimensionless)
V_eff, common halo n: 130.04 mV
V_eff, separate n: 129.69 mV
V_eff, full numerical series: 129.44 mV
length-average threshold: 81.3 mV
average doping: 5.80e+17 cm^-3
threshold of average doping: 84.7 mV
effective slope factor: 1.2440 (dimensionless)
zero-gate current times L/W, series: 18.852 pA
zero-gate current times L/W, average doping: 65.935 pA
average-doping current / series current: 3.50 
source-body bias: 0.5 V
body, halo thresholds at that bias: 141.6 and 295.0 mV
V_eff at that bias, formula: 239.43 mV
V_eff at that bias, full: 239.29 mV
V_eff for L = 300 nm: 166.0 mV
V_eff for L = 3000 nm: 100.9 mV
V_eff for L = 10000 nm: 78.7 mV
body length for equal resistances: 7522 nm
lateral electrostatic length: 15.4 nm
lateral shift at VDS 0.05 V: -34.0 mV
lateral shift at VDS 1 V: -42.2 mV
quantum shift, body and halo: 69.0 and 92.3 mV
quantum shift of V_eff: 90.7 mV
assumed gate doping: 1.0e+20 cm^-3
gate-depletion drop, body and halo: 4.2 and 7.7 mV
assumed halo/body mobility: 0.80 (dimensionless)
mobility shift of V_eff: 6.6 mV
rough hole-degeneracy potential: 0.30 mV
drain-halo peak field at VDS 1 V: 0.79 MV/cm
rough junction tunnelling, 1 um width: 5.3e-22 A
criterion current, 1 um width: 1.0e-09 A
higher operating temperature: 358.0 K
body, halo thresholds when hot: -14.6 and 107.1 mV
V_eff when hot: 42.9 mV
```
